# Cauchy coefficients from a one-term Sellmeier index, and their truncation error: verification in Python

```python
"""Two-term Cauchy expansion of a one-term Sellmeier index.

Result under test: for n^2 = 1 + B L^2/(L^2 - L0^2), at long wavelength L,
    n = A + Bc/L^2 + Cc/L^4 + ...,
    A = sqrt(1+B), Bc = B L0^2/(2 sqrt(1+B)),
    Cc = B (4+3B) L0^4 / (8 (1+B)^(3/2)).
The error n - (A + Bc/L^2) is positive and falls with L, so it exceeds a
tolerance only below one crossing wavelength.
Symbols: B strength, L0 resonance wavelength (nm), x = L0^2/L^2,
c_k coefficient of x^k in n. Film: hafnium oxide, rough typical parameters.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq

STRENGTH = 2.6          # rough, dimensionless
RESONANCE = 130.0       # nm, rough
GAP_EV = 5.7            # eV, rough
TOLERANCE = 1e-3        # allowed index error
LATTICE_STRENGTH = 14.0     # rough lattice part of static permittivity
LATTICE_WAVENUMBER = 300.0  # 1/cm, rough
FILLED = 0.95           # filled volume fraction of a porous film
THERMO_OPTIC = 1e-5     # 1/K, rough
HEATING = 60.0          # K

HC_EV_NM = const.h * const.c / const.e * 1e9
GAP_NM = HC_EV_NM / GAP_EV


def sellmeier(wavelength, strength=STRENGTH, resonance=RESONANCE):
    w2 = wavelength**2
    return np.sqrt(1 + strength * w2 / (w2 - resonance**2))


def cauchy_coefficients(strength, resonance):
    root = np.sqrt(1 + strength)
    return (root, strength * resonance**2 / (2 * root),
            strength * (4 + 3 * strength) * resonance**4 / (8 * root**3))


def series_coefficients(strength, order):
    """Coefficients c_k from the logarithmic-derivative recurrence."""
    s = 1 / (1 + strength)
    c = [(1 + strength) ** 0.5]
    for k in range(1, order + 1):
        c.append(sum((1 - s**j) / 2 * c[k - j] for j in range(1, k + 1)) / k)
    return c


def crossing(index, coefficients, tolerance=TOLERANCE):
    """Wavelength (nm) where index minus truncated Cauchy equals tolerance."""
    def excess(w):
        return index(w) - sum(a / w**(2 * k)
                              for k, a in enumerate(coefficients)) - tolerance
    return brentq(excess, 1.01 * GAP_NM, 5000.0, xtol=1e-9)


A, BC, CC = cauchy_coefficients(STRENGTH, RESONANCE)


def error(w):
    return sellmeier(w) - (A + BC / w**2)


# Symbolic derivatives of the definition against the closed coefficients
b, x = sp.symbols("b x", positive=True)
n_symbolic = sp.sqrt(1 + b / (1 - x))
closed = [sp.sqrt(1 + b), b / (2 * sp.sqrt(1 + b)),
          b * (4 + 3 * b) / (8 * (1 + b)**sp.Rational(3, 2))]
for k, formula in enumerate(closed):
    derived = sp.diff(n_symbolic, x, k).subs(x, 0) / sp.factorial(k)
    assert sp.simplify(derived - formula) == 0

# Recurrence and positivity against numerical Taylor coefficients
mp.mp.dps = 50
for strength in (0.3, 1.1, 2.6, 5.0):
    taylor = mp.taylor(lambda t: mp.sqrt(1 + mp.mpf(strength) / (1 - t)), 0, 12)
    recurrence = series_coefficients(strength, 12)
    assert all(float(t) > 0 for t in taylor)
    assert np.allclose([float(t) for t in taylor], recurrence, rtol=1e-9)

# Error is positive and monotone over the transparent range
grid = np.linspace(GAP_NM, 3000.0, 20001)
assert np.all(error(grid) > 0) and np.all(np.diff(error(grid)) < 0)

# Crossing by bracketing and by the roots of the squared equation
c = series_coefficients(STRENGTH, 3)
cut = crossing(sellmeier, (A, BC))
cubic = (np.poly1d([-1, 1]) * np.poly1d([c[1], c[0] + TOLERANCE])**2
         - np.poly1d([-1, 1 + STRENGTH]))
roots = [r.real for r in cubic.roots if abs(r.imag) < 1e-10 and 0 < r.real < 1]
assert len(roots) == 1
assert abs(RESONANCE / np.sqrt(roots[0]) - cut) < 1e-5

# Leading estimate is too short; the next correction improves it
estimate = (CC / TOLERANCE)**0.25
x_estimate = np.sqrt(TOLERANCE / c[2])
corrected = estimate * (1 + c[3] * x_estimate / (4 * c[2]))
assert estimate < cut
assert abs(corrected - cut) < 0.2 * abs(estimate - cut)

# Keeping the third Cauchy term moves the crossing to shorter wavelength
cut_three = crossing(sellmeier, (A, BC, CC))
assert cut_three < cut

# Least-squares two-term fit against the expansion in the visible
visible = np.linspace(400.0, 800.0, 401)
fit_slope, fit_A = np.polyfit(1e4 / visible**2, sellmeier(visible), 1)
fit_B = fit_slope * 1e4
fit_error = np.max(np.abs(sellmeier(visible) - fit_A - fit_B / visible**2))
expansion_error = np.max(np.abs(error(visible)))
assert fit_error < 0.5 * expansion_error


# Absorption spread over resonances, same A and Bc
def spread_index(w, squares, weights):
    return np.sqrt(1 + STRENGTH * sum(p / (1 - t / w**2)
                                      for t, p in zip(squares, weights)))


mean_square, top_square = RESONANCE**2, GAP_NM**2
gap_share = mean_square / top_square
cut_spread = crossing(lambda w: spread_index(
    w, (0.0, top_square), (1 - gap_share, gap_share)), (A, BC))
rng = np.random.default_rng(4)
for trial in range(40):
    squares, weights = [], []
    shares = rng.dirichlet(np.ones(3))
    for share in shares:
        low = rng.uniform(0, mean_square)
        high = rng.uniform(mean_square, top_square)
        p_high = (mean_square - low) / (high - low)
        squares += [low, high]
        weights += [share * (1 - p_high), share * p_high]
    trial_cut = crossing(lambda w: spread_index(w, squares, weights), (A, BC))
    assert cut < trial_cut < cut_spread


# Infrared lattice oscillator added to the permittivity
def lattice_shift(w):
    ratio = (1e7 / w) / LATTICE_WAVENUMBER
    n = sellmeier(w)
    return np.sqrt(n**2 + LATTICE_STRENGTH / (1 - ratio**2)) - n


def net_error(w):
    return error(w) + lattice_shift(w)


window_low = brentq(lambda w: net_error(w) - TOLERANCE, 400.0, 2000.0)
window_high = brentq(lambda w: net_error(w) + TOLERANCE, 400.0, 2000.0)
scan = np.linspace(GAP_NM, 2000.0, 8001)
inside = np.abs(net_error(scan)) < TOLERANCE
assert np.array_equal(inside, (scan > window_low) & (scan < window_high))

# Porous film: direct Lorentz-Lorenz dilution against the mapped one-term form
dilution = 1 + (1 - FILLED) * STRENGTH / 3
porous_B = FILLED * STRENGTH / dilution
porous_L0 = RESONANCE / np.sqrt(dilution)
sample = np.array([300.0, 500.0, 900.0])
dense = sellmeier(sample)**2
polar = FILLED * (dense - 1) / (dense + 2)
direct = np.sqrt((1 + 2 * polar) / (1 - polar))
assert np.allclose(direct, sellmeier(sample, porous_B, porous_L0), rtol=1e-12)
porous_shift = sellmeier(cut, porous_B, porous_L0) - sellmeier(cut)
cut_porous = crossing(lambda w: sellmeier(w, porous_B, porous_L0),
                      cauchy_coefficients(porous_B, porous_L0)[:2])

print("INPUTS (rough typical values for a hafnium oxide film)")
print(f"Sellmeier strength B = {STRENGTH:.2f}")
print(f"resonance wavelength = {RESONANCE:.1f} nm")
print(f"gap = {GAP_EV:.2f} eV, gap wavelength = {GAP_NM:.1f} nm")
print(f"index tolerance = {TOLERANCE:.4f}")
print("CAUCHY COEFFICIENTS")
print(f"A = {A:.5f}")
print(f"Bc = {BC:.1f} nm^2 = {BC * 1e-6:.6f} um^2")
print(f"Cc = {CC:.4e} nm^4")
print(f"c1, c2, c3 = {c[1]:.5f}, {c[2]:.5f}, {c[3]:.5f}")
print("INDEX TABLE: wavelength (nm), Sellmeier, Cauchy, difference")
for w in (300.0, 400.0, 500.0, 600.0, 700.0, 800.0, 1000.0):
    print(f"{w:6.0f}  {sellmeier(w):.5f}  {A + BC / w**2:.5f}  {error(w):.5f}")
print("CROSSING OF THE TOLERANCE")
print(f"x0 of leading estimate = {x_estimate:.5f}")
print(f"leading estimate = {estimate:.1f} nm")
print(f"corrected estimate = {corrected:.1f} nm")
print(f"numerical crossing = {cut:.1f} nm = {HC_EV_NM / cut:.3f} eV")
print(f"root of cubic x = {roots[0]:.5f}")
print(f"crossing with third Cauchy term = {cut_three:.1f} nm")
print("LEAST-SQUARES FIT, 400 to 800 nm")
print(f"fitted A = {fit_A:.5f}, fitted Bc = {fit_B:.1f} nm^2")
print(f"largest error of fit = {fit_error:.5f}")
print(f"largest error of expansion = {expansion_error:.5f}")
print("NEGLECTED EFFECTS")
print(f"upper bound on crossing, spread absorption = {cut_spread:.1f} nm")
print(f"strength share at gap in that bound = {gap_share:.3f}")
print(f"lattice strength = {LATTICE_STRENGTH:.1f} (rough)")
print(f"lattice wavenumber = {LATTICE_WAVENUMBER:.0f} 1/cm (rough)")
print(f"lattice index change at crossing = {lattice_shift(cut):.5f}")
print(f"lattice index change at 1000 nm = {lattice_shift(1000.0):.5f}")
print(f"window within tolerance, lattice included = "
      f"{window_low:.1f} to {window_high:.1f} nm")
print(f"void fraction = {100 * (1 - FILLED):.1f} %")
print(f"porous film B = {porous_B:.4f}, resonance = {porous_L0:.2f} nm")
print(f"void index change at crossing = {porous_shift:.4f}")
print(f"crossing for porous film = {cut_porous:.1f} nm")
print(f"thermo-optic coefficient = {THERMO_OPTIC:.0e} 1/K (rough)")
print(f"index change for {HEATING:.0f} K heating = {THERMO_OPTIC * HEATING:.5f}")
print("all assertions hold")
```

Printed output:

```
INPUTS (rough typical values for a hafnium oxide film)
Sellmeier strength B = 2.60
resonance wavelength = 130.0 nm
gap = 5.70 eV, gap wavelength = 217.5 nm
index tolerance = 0.0010
CAUCHY COEFFICIENTS
A = 1.89737
Bc = 11579.2 nm^2 = 0.011579 um^2
Cc = 1.6036e+08 nm^4
c1, c2, c3 = 0.68516, 0.56145, 0.48241
INDEX TABLE: wavelength (nm), Sellmeier, Cauchy, difference
   300  2.04966  2.02602  0.02363
   400  1.97663  1.96974  0.00689
   500  1.94641  1.94368  0.00272
   600  1.93082  1.92953  0.00129
   700  1.92169  1.92100  0.00069
   800  1.91586  1.91546  0.00040
  1000  1.90911  1.90895  0.00016
CROSSING OF THE TOLERANCE
x0 of leading estimate = 0.04220
leading estimate = 632.8 nm
corrected estimate = 638.5 nm
numerical crossing = 638.6 nm = 1.942 eV
root of cubic x = 0.04144
crossing with third Cauchy term = 371.1 nm
LEAST-SQUARES FIT, 400 to 800 nm
fitted A = 1.89537, fitted Bc = 12840.6 nm^2
largest error of fit = 0.00100
largest error of expansion = 0.00689
NEGLECTED EFFECTS
upper bound on crossing, spread absorption = 859.4 nm
strength share at gap in that bound = 0.357
lattice strength = 14.0 (rough)
lattice wavenumber = 300 1/cm (rough)
lattice index change at crossing = -0.00133
lattice index change at 1000 nm = -0.00331
window within tolerance, lattice included = 542.0 to 709.4 nm
void fraction = 5.0 %
porous film B = 2.3674, resonance = 127.27 nm
void index change at crossing = -0.0652
crossing for porous film = 616.9 nm
thermo-optic coefficient = 1e-05 1/K (rough)
index change for 60 K heating = 0.00060
all assertions hold
```
